# Bond Angles Between Equivalent sd^n Hybrids in Metal Alkyls

Suppose that a transition metal binds six alkyl groups through its valence s and d orbitals, and that the six bonds are assumed to point to the corners of a regular octahedron. The count looks right: one s and five d orbitals make six functions, one for each bond. Yet the assignment fails. Both s and d orbitals are unchanged by inversion through the metal, so a hybrid that points along $+z$ points equally along $-z$. Six equivalent hybrids on the octahedral directions are therefore three functions, each written twice. To see where six independent hybrids can point, one needs the angle at which two of them are orthogonal.

Let $\hat{\mathbf r}$ be the unit vector from the metal to a point in space, and let angle brackets around a function denote its average over all directions of $\hat{\mathbf r}$. Angular functions are normalised so that their squares average to one. The s function is then $s=1$. The d function that is symmetric about a unit vector $\mathbf u$, with positive lobes along that axis, is

$$d_{\mathbf u}=\sqrt5\,P_2(\mathbf u\cdot\hat{\mathbf r})=\frac{\sqrt5}{2}\left[3(\mathbf u\cdot\hat{\mathbf r})^2-1\right],\qquad P_2(x)=\frac{3x^2-1}{2}.$$

All hybrids share one normalised radial function for s and one for d. These two may differ from each other. In an overlap of two hybrids, the radial integrals of s with s and of d with d are then one, and the s–d terms will vanish by their angular part. The radial functions therefore have no effect on the angle.

An axially symmetric hybrid has the form

$$h_{\mathbf u}=a\,s+b\,d_{\mathbf u},\qquad a^2+b^2=1,$$

with $a$ and $b$ real and positive. Their equal signs make the s and d parts add along the axis, where the ligand sits. Hybrids are called equivalent when they have the same $a$ and $b$ and differ in axis alone.

The label sd$^n$ fixes these coefficients. Let $n+1$ orthonormal equivalent hybrids span the s orbital and $n$ d orbitals. Since s lies wholly in their span, the squares of its projections on them add up to one:

$$1=\sum_{i=1}^{n+1}\langle h_i|s\rangle^2=(n+1)a^2 .$$

Hence

$$a^2=\frac1{n+1},\qquad b^2=\frac n{n+1},\qquad h_{\mathbf u}=\frac{s+\sqrt n\,d_{\mathbf u}}{\sqrt{n+1}} .$$

The ratio of d weight to s weight is $b^2/a^2=n$. This ratio can also be assigned to a single pair of hybrids, without asking whether the pair belongs to a complete set. The distinction will matter for $n=4$.

The overlap needs two averages. By symmetry, the average of $\hat r_i\hat r_j$ vanishes for $i\neq j$ and is the same for $i=j=x,y,z$. The three diagonal averages add up to one, so

$$\langle \hat r_i\hat r_j\rangle=\frac{\delta_{ij}}3 .$$

The average of four components must be unchanged by rotations and by any exchange of indices, which leaves one form:

$$\langle \hat r_i\hat r_j\hat r_k\hat r_l\rangle=C(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).$$

Setting all four indices to $z$ gives $3C=\langle\hat z^4\rangle$. On a sphere $\hat z$ is uniformly distributed between $-1$ and $1$, so $\langle\hat z^4\rangle=\frac12\int_{-1}^{1}t^4dt=\frac15$, and $C=\frac1{15}$.

Take two axes $\mathbf u$ and $\mathbf v$ at angle $\theta$, and write $c=\mathbf u\cdot\mathbf v=\cos\theta$. Contracting the averages with the components of the axes gives

$$\langle(\mathbf u\cdot\hat{\mathbf r})^2\rangle=\frac13,\qquad
\langle(\mathbf u\cdot\hat{\mathbf r})^2(\mathbf v\cdot\hat{\mathbf r})^2\rangle=\frac{1+2c^2}{15}.$$

The first result shows that $\langle s|d_{\mathbf u}\rangle=\frac{\sqrt5}{2}(3\cdot\frac13-1)=0$. The overlap of the two d functions is

$$\begin{aligned}
\langle d_{\mathbf u}|d_{\mathbf v}\rangle
&=\frac54\left[9\,\frac{1+2c^2}{15}-3\cdot\frac13-3\cdot\frac13+1\right]\\
&=\frac54\left[\frac{3+6c^2}{5}-1\right]
=\frac{3c^2-1}{2}=P_2(c).
\end{aligned}$$

At $c=1$ this equals one, which confirms the normalisation. With the cross terms gone, the overlap of two hybrids is

$$\langle h_{\mathbf u}|h_{\mathbf v}\rangle=a^2+b^2P_2(c)=\frac{1+nP_2(\cos\theta)}{n+1}.$$

The s parts always contribute a positive amount. Orthogonality requires the d parts to cancel it, so $P_2(\cos\theta)$ must be negative: the axis of one d function must lie in the negative ring of the other. Setting the numerator to zero gives

$$1+\frac n2(3\cos^2\theta-1)=0
\quad\Longrightarrow\quad
3\cos^2\theta=1-\frac2n ,$$

and therefore

$$\boxed{\cos^2\theta=\frac13\left(1-\frac2n\right)}.$$

The square leaves two angles, $\theta$ and $180^\circ-\theta$. They describe the same two hybrids, because each hybrid has two equal lobes and the angle may be measured from either.

The right side is not negative if $n\ge2$. For $n=1$ the lowest value of $P_2$, which is $-\frac12$ at $90^\circ$, leaves an overlap of $(1-\frac12)/2=0.25$, and no angle removes it. The s orbital and one axial d orbital do form two orthogonal hybrids, $(s+d_{\mathbf u})/\sqrt2$ and $(s-d_{\mathbf u})/\sqrt2$, but the first is strengthened along the axis and the second around the equator. They are not equivalent. With $d_{x^2-y^2}$ in place of $d_{\mathbf u}$, the two hybrids point along $x$ and $y$ and turn into each other under a rotation by $90^\circ$, but they are not axially symmetric and so lie outside the form treated here. For $n=2$ the angle is $90^\circ$. As $n$ grows, the s part that must be cancelled shrinks and $\cos^2\theta$ rises towards $\frac13$, the condition for two pure d functions to be orthogonal. This last limit concerns a pair, since five d orbitals cannot supply a complete set with $n>5$.

For sd$^3$ the formula gives

$$\cos^2\theta=\frac13\left(1-\frac23\right)=\frac19,\qquad \cos\theta=\pm\frac13,\qquad \theta=70.53^\circ\ \text{or}\ 109.47^\circ .$$

For sd$^5$ it gives

$$\cos^2\theta=\frac13\left(1-\frac25\right)=\frac15,\qquad \cos\theta=\pm\frac1{\sqrt5},\qquad \theta=63.43^\circ\ \text{or}\ 116.57^\circ .$$

Integrating the hybrids numerically over the sphere and searching for the zeros of their overlap gives the same angles, as the numerical output shows.

A pair angle does not guarantee that $n+1$ axes can all make this angle with one another in three dimensions. To find out, expand s in a supposed complete set of $N=n+1$ hybrids. Each has projection $a$ on s, so

$$s=\sum_i a\,h_i=Na^2s+ab\sum_i d_{\mathbf u_i}=s+ab\sum_i d_{\mathbf u_i}.$$

Since $ab\neq0$, the d functions must add up to zero. Written out, this says that $\sum_i(\mathbf u_i\cdot\hat{\mathbf r})^2=N/3$ in every direction $\hat{\mathbf r}$. A symmetric matrix is fixed by its quadratic form, so

$$\sum_i\mathbf u_i\mathbf u_i^{T}=\frac N3 I .$$

Let $U$ be the matrix whose rows are the axes, and let $G=UU^T$ hold their mutual cosines. Because $U^TU=\sum_i\mathbf u_i\mathbf u_i^T$,

$$G^2=U(U^TU)U^T=\frac N3G .$$

The diagonal elements of $G$ are one. Its off-diagonal elements are $\pm\alpha$, with $\alpha=|\cos\theta|$. Consider one of them, $G_{ij}=\varepsilon\alpha$ with $\varepsilon=\pm1$. In $(G^2)_{ij}=\sum_kG_{ik}G_{kj}$ the terms $k=i$ and $k=j$ each give $\varepsilon\alpha$, and the other $N-2$ terms each give $\pm\alpha^2$. If $m$ is the sum of these $N-2$ signs, then

$$2\varepsilon\alpha+m\alpha^2=\frac N3\varepsilon\alpha
\quad\Longrightarrow\quad
m\alpha=\left(\frac N3-2\right)\varepsilon ,$$

where the division by $\alpha$ is allowed for $n>2$.

For sd$^4$ there would be five axes, and $m\alpha=-\varepsilon/3$. A sum of three signs is $\pm1$ or $\pm3$, so $\alpha$ would have to be $\frac13$ or $\frac19$. Orthogonality requires $\alpha=1/\sqrt6\approx0.408$. The two demands conflict, and no complete set of five equivalent axial sd$^4$ hybrids exists. The result rests on axial symmetry. The hybrid $(s+\sqrt2\,d_{zx}+\sqrt2\,d_{x^2-y^2})/\sqrt5$ and its copy rotated by $\varphi$ about $z$ have overlap $(1+2\cos\varphi+2\cos2\varphi)/5$, which vanishes for $\varphi=72^\circ$ and $144^\circ$, so five such non-axial hybrids are orthonormal. The angles $65.91^\circ$ and $114.09^\circ$ remain correct for an axial pair. A search through the signs of the cosines agrees: with the axes reversed where needed to make the first row of $G$ positive, none of the 64 remaining sign patterns can be realised by five axes in three dimensions.

The other cases can be built explicitly. For $n=2$ the axes are $x$, $y$ and $z$, and the hybrids use $d_{x^2-y^2}$ and $d_{z^2}$. For $n=3$ they are the four cube diagonals

$$\frac{(1,1,1)}{\sqrt3},\quad\frac{(1,-1,-1)}{\sqrt3},\quad\frac{(-1,1,-1)}{\sqrt3},\quad\frac{(-1,-1,1)}{\sqrt3},$$

and any two have the scalar product $-\frac13$. Squaring $\mathbf u\cdot\hat{\mathbf r}$ for the first gives

$$3(\mathbf u\cdot\hat{\mathbf r})^2-1=2(\hat x\hat y+\hat y\hat z+\hat z\hat x),$$

because $\hat x^2+\hat y^2+\hat z^2=1$. The other diagonals change signs within the bracket. The d orbitals used are therefore $d_{xy}$, $d_{yz}$ and $d_{zx}$. For axes along these diagonals, sd$^3$ means these three and not an arbitrary choice from the five.

For $n=5$, let $g=(1+\sqrt5)/2$, so that $g^2=g+1$. The axes lie along

$$(0,\pm1,g),\qquad(\pm1,g,0),\qquad(g,0,\pm1).$$

Each vector has squared length $1+g^2=g+2$. Two vectors in the same group have a scalar product of magnitude $g^2-1=g$, and two from different groups also have one of magnitude $g$. Hence

$$\cos^2\theta=\frac{g^2}{(g+2)^2}=\frac{g^2}{g^2+4g+4}=\frac{g^2}{5g+5}=\frac15 .$$

These are the six axes through opposite corners of an icosahedron. The six hybrids are orthonormal in the six-dimensional space of s and d, so they fill it.

The octahedron can now be judged more closely. Its six ligand orbitals form three combinations that are even under inversion and three that are odd. The even ones can mix with s and two d orbitals. The odd ones have zero overlap with every s and d orbital on the metal. Within an s and d valence space, an octahedral alkyl therefore has three ligand combinations without a metal partner. The three metal p orbitals are odd and could supply a partner for each, at the cost of bringing them into the bonding.

The hybrids also differ in how strongly they point. If the s and d radial functions have equal values at the place of interest, the amplitude along the axis, relative to that of a pure s orbital, is

$$h_{\mathbf u}(\mathbf u)=a+\sqrt5\,b=\frac{1+\sqrt{5n}}{\sqrt{n+1}} .$$

This is the scalar product of $(a,b)$, a vector of unit length, with $(1,\sqrt5)$. It is greatest when the two are parallel, so that $b/a=\sqrt5$ and $n=5$. The maximum is $\sqrt6=2.449$, while sd$^3$ reaches $2.436$. The difference is slight. At $10^\circ$ from the axis the amplitude is still about 96% of its maximum in both cases, so a modest misalignment between hybrid and ligand costs little amplitude. This is a statement about angular functions, and does not by itself give a bending energy.

A ligand may occupy either lobe of its hybrid, so orthogonality alone does not select one molecular shape. For sd$^3$ the choices give three distinct shapes, with 0, 3 or 4 acute angles among the six ligand pairs. The first is the regular tetrahedron. For sd$^5$ there are four shapes, with 5, 6, 9 or 10 acute angles among fifteen pairs. Thus six ligands on sd$^5$ hybrids cannot avoid close neighbours, whereas four on sd$^3$ hybrids can.

To size this crowding, take a model metal centre with metal–carbon distance $R=0.21$ nm, a rough typical value for methyls of transition metals with no d electrons left over. Two carbon atoms at angle $\theta$ are separated by $D=2R\sin(\theta/2)$. For the acute sd$^5$ angle,

$$D=2(0.21\ \text{nm})\sin(31.72^\circ)=0.221\ \text{nm}.$$

The obtuse angle gives 0.357 nm. For sd$^3$ the two distances are 0.242 and 0.343 nm. Two carbon atoms that are not bonded to each other touch at roughly 0.34 nm, the sum of their van der Waals radii. The tetrahedral sd$^3$ shape just meets this distance. An acute sd$^5$ pair falls short of it by about 35%, so strong repulsion should act to open that angle. Six ligands at this bond length are crowded even in a regular octahedron, where neighbours are 0.297 nm apart, about 13% short of contact.

Charge on the carbon atoms acts in the same sense. Give each carbon a rough charge $q=-0.3e$, without screening, and keep $R$ fixed. If a shape has $A$ acute pairs out of $M$, with separations $D_a$ and $D_o$ for acute and obtuse pairs, its repulsion energy is

$$E=\frac{q^2}{4\pi\varepsilon_0}\left[\frac{A}{D_a}+\frac{M-A}{D_o}\right].$$

The energy rises linearly with $A$. The four sd$^5$ shapes have 6.56, 6.79, 7.46 and 7.68 eV, or about 0.22 eV for each obtuse pair exchanged for an acute one. A regular octahedron with the same charges and bond length has 6.16 eV, which is 0.40 eV below the best sd$^5$ shape. Charge repulsion thus favours the octahedron, and the s and d hybrids oppose it. These energies omit covalent bonding, relaxation and the hydrogen atoms, so they size one neglected effect and do not predict the stable structure.

A second neglected effect is p character. Let $p_{\mathbf u}=\sqrt3\,\mathbf u\cdot\hat{\mathbf r}$, positive towards the ligand. Then $\langle p_{\mathbf u}|p_{\mathbf v}\rangle=3c/3=c$, and p has no overlap with s or d because it is odd. For equivalent hybrids with weights $w_s$, $w_p$ and $w_d$, orthogonality becomes

$$w_s+w_p c+w_d\,\frac{3c^2-1}{2}=0 .$$

The linear term removes the equality of the two lobes, so the acute and obtuse solutions no longer add up to $180^\circ$. Keep the s share at $1/(n+1)$ and let 10% p character replace d character. For sd$^3$ the weights are $w_s=0.25$, $w_p=0.10$ and $w_d=0.65$. Multiplying the condition by two gives

$$1.95c^2+0.20c-0.15=0,\qquad c=\frac{-0.20\pm1.10}{3.90}.$$

The acute angle opens from $70.5^\circ$ to $76.7^\circ$, but the obtuse one remains at $109.47^\circ$. The reason is that at $c=-\frac13$ both $c$ and $P_2(c)$ equal $-\frac13$. The condition then reads $w_s-(w_p+w_d)/3=0$, which holds for $w_s=\frac14$ however the rest is divided between p and d. A tetrahedral angle therefore cannot tell sd$^3$ from sp$^3$ bonding.

For sd$^5$ the same replacement moves the angles from $63.4^\circ$ to $67.5^\circ$ and from $116.6^\circ$ to $118.3^\circ$. This is an estimate for a pair; it does not show that six such hybrids fit together.

Ligands in a real molecule need not be equivalent either. If two s and d hybrids have different ratios $n_1$ and $n_2$, their overlap vanishes when $a_1a_2+b_1b_2P_2(c)=0$. Dividing by $a_1a_2$ and using $b_i/a_i=\sqrt{n_i}$ gives

$$\cos^2\theta=\frac13\left(1-\frac2{\sqrt{n_1n_2}}\right),\qquad n_1n_2\ge4 .$$

The geometric mean of the two ratios takes the place of $n$. Hybrids richer in s character have smaller $n_i$, and their axes lie closer to $90^\circ$.

Hexamethyltungsten is a real molecule with which the sd$^5$ model can be compared. It is not octahedral: its six carbon atoms form a distorted trigonal prism, with two unequal triangles. The sd$^5$ shape with six acute pairs has the same pattern, with one triangle of acute angles, one of obtuse angles, and each atom of one close to a single atom of the other. The numbers agree less well. Within the two triangles the real angles are roughly $75^\circ$ and $95^\circ$, where the model gives $63^\circ$ and $117^\circ$. Ten per cent of p character opens the acute angle by only $4^\circ$ and moves the obtuse one the wrong way, so it cannot account for the difference alone. Repulsion between methyl groups, with bonds bent away from the hybrid axes, is a plausible further cause, but the model does not establish it. The bending required is not small: about a common threefold axis it is about $7^\circ$ for the acute triangle and $21^\circ$ for the obtuse one, and at $21^\circ$ the amplitude of an axial sd$^5$ hybrid has fallen to about 84% of its maximum. At the fixed hybrid angles the charge estimate does not select this shape, since it places the one with five acute pairs 0.22 eV lower. That order is not robust: if the angles relax under the charges alone while each shape keeps its symmetry, the prism reaches 6.23 eV and the fivefold shape only 6.33 eV. The model gives one reason why a metal that bonds mainly through s and d orbitals can resist the octahedron: three of the six ligand combinations then have no partner on the metal; the final bond angles require a calculation that includes the ligands.

## Computed results

```
PAIR ANGLES
sd2: cos^2 = 0.000000; angles = 90.000, 90.000 deg
sd3: cos^2 = 0.111111; angles = 70.529, 109.471 deg
sd4: cos^2 = 0.166667; angles = 65.905, 114.095 deg
sd5: cos^2 = 0.200000; angles = 63.435, 116.565 deg
sd1: smallest pair overlap = 0.250
COMPLETE SETS
sd3: sign patterns tried = 8, valid = 1
sd4: sign patterns tried = 64, valid = 0
sd5: sign patterns tried = 1024, valid = 12
sd4: smallest eigenvalue misfit = 0.0871
d content in order xy, yz, zx, x2-y2, z2:
sd2: 0.00 0.00 0.00 1.00 1.00
sd3: 1.00 1.00 1.00 0.00 0.00
sd5: 1.00 1.00 1.00 1.00 1.00
Octahedron: independent sd5 hybrids = 3
HYBRID DIRECTIONALITY
sd3: axial amplitude / s amplitude = 2.4365
sd3: amplitude kept 10 deg off axis = 96.41 %
sd5: axial amplitude / s amplitude = 2.4495
sd5: amplitude kept 10 deg off axis = 96.23 %
Largest axial amplitude occurs at n = 5.000
MODEL METAL-ALKYL: ROUGH INPUTS
Metal-carbon distance = 0.21 nm
Carbon van der Waals contact = 0.34 nm
Carbon charge = -0.30 e
p share in neglected-effect estimate = 10 %
CARBON-CARBON DISTANCES
sd3: acute = 0.2425 nm; obtuse = 0.3429 nm
sd5: acute = 0.2208 nm; obtuse = 0.3573 nm
SHAPES AND UNSCREENED CARBON-CHARGE REPULSION
sd3 shape 1: acute pairs = 0, energy = 2.267 eV
sd3 shape 2: acute pairs = 3, energy = 2.737 eV
sd3 shape 3: acute pairs = 4, energy = 2.894 eV
sd5 shape 1: acute pairs = 5, energy = 6.562 eV
sd5 shape 2: acute pairs = 6, energy = 6.786 eV
sd5 shape 3: acute pairs = 9, energy = 7.459 eV
sd5 shape 4: acute pairs = 10, energy = 7.683 eV
Regular octahedron: energy = 6.162 eV
Lowest sd5 shape minus octahedron = 0.400 eV
PAIR ANGLES WITH p CHARACTER
sd3 plus p: angles = 76.658, 109.471 deg
sd5 plus p: angles = 67.458, 118.312 deg
```
